# The bcc Wigner crystal and a lower limit on the Lieb-Oxford constant

## Problem

For a state of $N$ electrons with density $\rho(\mathbf r)$, the indirect Coulomb energy is

$$W=\Big\langle\sum_{i<j}\frac1{r_{ij}}\Big\rangle-D(\rho),\qquad D(f)=\frac12\iint\frac{f(\mathbf r)f(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

Hartree atomic units are used. The Lieb-Oxford inequality states that $W\ge -C\int\rho^{4/3}d^3r$ for every state and every $N$, with a finite constant $C$. Let $C_{LO}$ be the smallest constant for which this holds.

(a) Point electrons sit on a bcc lattice in a uniform positive background of number density $n$, with $\frac{4\pi}{3}r_s^3=1/n$. Find the electrostatic energy $e$ per electron.

(b) Deduce a lower limit on $C_{LO}$, and justify the passage from the crystal with its background to $W$, which contains no background.

## First estimate by scaling

The crystal has one length, $r_s$, and Coulomb energies scale as an inverse length, so $e=-A/r_s$ with a pure number $A$. The integral $\int\rho^{4/3}d^3r$ scales in the same way: stretching all lengths by $\lambda$ multiplies $\rho^{4/3}$ by $\lambda^{-4}$ and the volume by $\lambda^3$. The ratio that limits $C_{LO}$ is therefore independent of density.

To estimate $A$, replace each lattice cell by a sphere of radius $r_s$ with its electron at the centre. Neutral, spherically symmetric, non-overlapping objects do not interact. Spheres of volume $1/n$ centred on the bcc sites do overlap, because the nearest-neighbour distance is smaller than $2r_s$. The estimate ignores this overlap and takes $e$ to be the energy of one sphere:

- electron with background: $-n\int_0^{r_s}\frac1r\,4\pi r^2dr=-2\pi n r_s^2=-\frac{3}{2r_s}$;
- background with itself: $+\frac{3}{5r_s}$, the self-energy of a uniform unit charge.

The sum is $-0.9/r_s$. A uniform density has $\int\rho^{4/3}=n^{1/3}$ per electron, and $n^{1/3}=(3/4\pi)^{1/3}/r_s$. The suggested constant is

$$0.9\,(4\pi/3)^{1/3}=0.9\times1.611992=1.4508 .$$

This is not yet a limit on $C_{LO}$: spheres do not fill space, and no electronic state has been given.

## Exact solution

### The energy per electron is well defined

Let $Q$ be the Wigner-Seitz cell around the origin, of volume $V=1/n$. Give each site $\mathbf R$ the neutral charge $\sigma_0(\mathbf r-\mathbf R)$, where

$$\sigma_0(\mathbf r)=\delta(\mathbf r)-n\,1_Q(\mathbf r)$$

and $1_Q$ equals 1 inside $Q$ and 0 outside. Electrons are counted as positive, which changes no energy. A finite crystal of $N_c$ cells filling a region $\Omega$ has the energy

$$E_J=P-n\sum_{\mathbf R}\int_\Omega\frac{d^3r}{|\mathbf r-\mathbf R|}+D(n1_\Omega),\qquad P=\sum_{\text{pairs}}\frac1{|\mathbf R-\mathbf R'|}.$$

It is the sum of the cells' internal energies and their mutual interactions. By inversion symmetry $\sigma_0$ has no dipole or octupole. By cubic symmetry $\int\sigma_0x_ix_j\,d^3r\propto\delta_{ij}$, so the traceless quadrupole vanishes too. The first possible multipole has $l=4$: the potential $v$ of one cell falls as $r^{-5}$, and two cells interact as $r^{-9}$. The interaction sum converges absolutely, surface cells are a vanishing fraction, and $E_J/N_c$ tends to a limit $e$ independent of the crystal's shape.

### Reduction to a periodic potential

Let $\phi(\mathbf r)=\sum_{\mathbf R}v(\mathbf r-\mathbf R)$. Each interaction is shared by two cells, so

$$e=\frac12\int\sigma_0\,\phi\,d^3r,$$

with the electron's own $1/r$ removed at its site. Write $\phi=\psi+c$, where $\psi$ has zero mean over a cell. The constant $c$ drops out because $\int\sigma_0\,d^3r=0$, and the background part $-n\int_Q\psi\,d^3r$ vanishes. Hence

$$e=\tfrac12\lim_{r\to0}\left[\psi(\mathbf r)-\frac1r\right].$$

The value of $c$ matters in part (b). It is the mean of $\phi$, that is $n\int v\,d^3r$ over all space. In Fourier space $\hat v(\mathbf k)=4\pi\hat\sigma_0(\mathbf k)/k^2$, and for small $k$

$$\hat\sigma_0(\mathbf k)\simeq-\frac12\int\sigma_0(\mathbf k\cdot\mathbf r)^2d^3r=-\frac{k^2}{6}\int\sigma_0r^2d^3r=+\frac{k^2}{6}\langle r^2\rangle ,$$

where $\langle r^2\rangle=n\int_Qr^2d^3r$; the point charge at the origin contributes nothing. Therefore

$$c=n\,\hat v(0)=\frac{2\pi}{3}\,n\langle r^2\rangle .$$

### Ewald summation

The zero-mean potential satisfies $-\nabla^2\psi=4\pi\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-n\right]$. Add and subtract at each site a unit Gaussian charge $(\eta^2/\pi)^{3/2}e^{-\eta^2r^2}$, whose potential is $\mathrm{erf}(\eta r)/r$.

Point charges minus Gaussians give $\sum_{\mathbf R}\mathrm{erfc}(\eta|\mathbf r-\mathbf R|)/|\mathbf r-\mathbf R|$. The mean of this sum must be subtracted. Integrating by parts,

$$\frac{4\pi}{V}\int_0^\infty r\,\mathrm{erfc}(\eta r)\,dr=\frac{4\pi}{V}\,\frac{\eta}{\sqrt\pi}\int_0^\infty r^2e^{-\eta^2r^2}dr=\frac{4\pi}{V}\,\frac1{4\eta^2}=\frac{\pi}{V\eta^2}.$$

Gaussians minus background have Fourier coefficients $e^{-G^2/4\eta^2}/V$ at the reciprocal vectors $\mathbf G\neq0$. Poisson's equation multiplies each by $4\pi/G^2$.

At the origin, $\mathrm{erfc}(\eta r)/r-1/r=-\mathrm{erf}(\eta r)/r\to-2\eta/\sqrt\pi$. Altogether

$$2e=\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\eta R)}{R}+\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{V\eta^2}.$$

The result does not depend on $\eta$, since the Gaussians were added and subtracted.

### Numbers for bcc

Take $n=1$ bohr$^{-3}$, so $V=1$, $r_s=0.620350$ bohr and the cubic lattice constant is $2^{1/3}=1.259921$ bohr. With $\eta=\sqrt\pi$ the last two terms are $-2$ and $-1$. The leading shells, in hartree, are:

- 8 sites at $R=1.091124$ bohr: $0.0457308$;
- 6 sites at $R=1.259921$ bohr: $0.0075610$;
- 12 vectors at $G=7.052637$ bohr$^{-1}$: $0.0579004$;
- 6 vectors at $G=9.973935$ bohr$^{-1}$: $0.0002764$.

With the remaining shells, the direct sum is $0.0533475$ and the reciprocal sum $0.0581910$. Thus

$$2e=0.0533475+0.0581910-3=-2.8884615,\qquad e=-1.4442308\ \text{hartree}.$$

Multiplying by $r_s$ answers part (a):

$$e=-\frac{0.895929}{r_s}.$$

At $r_s=1$ bohr this is $-0.895929$ hartree, or $-24.3795$ eV.

### Why division by $n^{1/3}$ needs a proof

The Lieb-Oxford inequality concerns a state and its own density. Electrons at fixed sites do not bring in the lattice energy. Spread each uniformly over a small ball of radius $\epsilon$. Disjoint balls repel like points, so $P$ appears both in the pair energy and in $D(\rho)$ and cancels. What remains is $W=-\frac{3}{5\epsilon}$ per electron, while $\int\rho^{4/3}=(3/4\pi)^{1/3}/\epsilon$ per electron. Both diverge as $\epsilon\to0$, and their ratio gives only $C_{LO}\ge0.6\,(4\pi/3)^{1/3}=0.967$, whatever the lattice.

To keep $P$ and obtain a uniform density, shift the whole finite crystal by a random vector $\mathbf a$, uniform in $Q$. The averaged density is then $n1_\Omega$. The pair energy is still $P$, so $W_{\rm bare}=P-D(n1_\Omega)$. Subtracting $E_J$,

$$W_{\rm bare}-E_J=n\sum_{\mathbf R}\int_\Omega\frac{d^3r}{|\mathbf r-\mathbf R|}-2D(n1_\Omega)=n\int_\Omega\sum_{\mathbf R}v(\mathbf r-\mathbf R)\,d^3r .$$

Per electron this tends to $n\int v\,d^3r=c$, the constant that dropped out of $e$. For bcc at $n=1$ bohr$^{-3}$, $\langle r^2\rangle=0.235630$ bohr$^2$ and $c=0.493502$ hartree. This state proves only $C_{LO}\ge1.444231-0.493502=0.950729$.

### A crystal inside a fluid layer

The cure is to keep the outer boundary fixed while the crystal moves. Let $\Omega'$ be a union of cells that contains $\Omega+\mathbf a$ for every $\mathbf a$ in $Q$ and exceeds $\Omega$ by a layer a few cells thick. In the remaining space $F_{\mathbf a}=\Omega'\setminus(\Omega+\mathbf a)$ place $N_f=n(|\Omega'|-|\Omega|)$ independent, uniformly distributed electrons. This number is an integer, and their density is $n$.

For given $\mathbf a$ the density is

$$\nu_{\mathbf a}=\sum_{\mathbf R}\delta(\mathbf r-\mathbf R-\mathbf a)+n1_{F_{\mathbf a}}=n1_{\Omega'}+\sigma_{\mathbf a},\qquad \sigma_{\mathbf a}=\sum_{\mathbf R}\sigma_0(\mathbf r-\mathbf R-\mathbf a).$$

The fluid electrons form $N_f(N_f-1)/2$ pairs, each electron having the distribution $n1_{F_{\mathbf a}}/N_f$. Their mutual energy is $(1-1/N_f)D(n1_{F_{\mathbf a}})\le D(n1_{F_{\mathbf a}})$. The pair energy is therefore at most $D(\nu_{\mathbf a})$ with the self-energies of the point electrons omitted. With $B(f,g)=\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$, expansion gives

$$\text{pair energy}\le D(n1_{\Omega'})+B(n1_{\Omega'},\sigma_{\mathbf a})+E_J .$$

The last term is $E_J$ because $\sigma_{\mathbf a}$ is the shifted crystal with its own background. Now average over $\mathbf a$, and call the average of $\sigma_{\mathbf a}$ $\bar\sigma$. The density of the state is $\rho=n1_{\Omega'}+\bar\sigma$, with

$$D(\rho)=D(n1_{\Omega'})+B(n1_{\Omega'},\bar\sigma)+D(\bar\sigma).$$

On subtraction the first two terms cancel:

$$W\le E_J-D(\bar\sigma)\le E_J .$$

The last step holds because $D(\bar\sigma)=\frac12\int\frac{4\pi}{k^2}|\hat{\bar\sigma}(\mathbf k)|^2\frac{d^3k}{(2\pi)^3}\ge0$.

Deep inside the crystal the averaged points have density $n$ and cancel the background, so $\bar\sigma$ is confined to a surface region. There $0\le\rho\le2n$. Since $n|\Omega|=N_c$, this gives $\int\rho^{4/3}d^3r=n^{1/3}N_c+O(N_c^{2/3})$ at fixed $n$. Inserting both results in $-C_{LO}\int\rho^{4/3}\le W\le E_J$, dividing by $n^{1/3}N_c$ and letting $N_c\to\infty$,

$$C_{LO}\ge-\frac{e}{n^{1/3}}=\left(\frac{4\pi}{3}\right)^{1/3}\times0.895929=1.444 .$$

### From positions to a wavefunction

The state above is a probability distribution of positions. Spread each crystal electron independently over a ball of small radius $\epsilon$ around its site. Disjoint balls repel like points, and the other energies and $\int\rho^{4/3}$ return to their previous values as $\epsilon\to0$. After symmetrization over labels, the distribution is a bounded function $p(\mathbf r_1,\dots,\mathbf r_N)$.

With all spins parallel, set $\Psi=s\sqrt p$, where $s=\pm1$ is the sign of the permutation that orders the electrons by their $x$ coordinates. Then $\Psi$ is antisymmetric and $|\Psi|^2=p$. Its jumps can be smoothed by convolution with a narrow product kernel, the same for every electron, followed by normalization. This keeps the antisymmetry and changes $W$ and $\int\rho^{4/3}$ as little as desired. The kinetic energy may be large, but it does not enter the inequality. For the same reason it is irrelevant whether real electrons crystallize at the chosen density.

## Comparison

The sphere estimate gives $-0.9/r_s$ against $-0.895929/r_s$, an error of 0.45% relative to the lattice value. For the constant it gives 1.4508 against 1.4442.

The sign of the error can be derived. Replace each electron by a uniform ball $b_i$ of density $n$ and radius $r_s$, and use $D(\sum_ib_i-n1_\Omega)\ge0$:

$$\sum_{i<j}B(b_i,b_j)+\frac{3N_c}{5r_s}-\sum_iB(b_i,n1_\Omega)+D(n1_\Omega)\ge0 .$$

Balls repel no more strongly than points, so the first sum is at most $P$. Replacing $b_i$ by a point in the third term raises its attraction to the background by at most $\frac{2\pi}{3}n\langle r^2\rangle_{\rm ball}$. The increase is $n\int_\Omega v_b\,d^3r$, where $v_b$ is the potential of the point minus that of the ball. Outside the ball $v_b=0$. Inside, with $x=r/r_s$, $v_b=\frac1{r_s}\left[\frac1x-\frac32+\frac{x^2}{2}\right]=\frac{(1-x)^2(x+2)}{2x\,r_s}\ge0$, which is also why balls repel no more strongly than points. The increase is therefore at most $n\int v_b\,d^3r$ over all space, which is the earlier formula for $c$, applied to a sphere. With $\langle r^2\rangle_{\rm ball}=\frac35r_s^2$ and $n=3/(4\pi r_s^3)$ it equals $0.3/r_s$. Hence $E_J\ge-(0.6+0.3)N_c/r_s$ for any arrangement of the points. The estimate is a floor for the energy, and no other lattice used in this construction can give a limit above 1.4508.

Among the lattices computed here, fcc gives 1.444141 and simple cubic 1.418649, both below bcc. The value 1.444 is shown here only to be a lower limit on $C_{LO}$. Whether $C_{LO}$ equals it is not decided by this argument: a state of another kind might give a larger ratio.

The numerical check also builds the floating states explicitly for finite simple cubic crystals at $n=1$ bohr$^{-3}$. For $128^3$ crystal electrons, $W$ per crystal electron is $-0.895$ hartree without the layer and $-1.420$ hartree with it, while $E_J$ gives $-1.419$ hartree. The layer removes the unwanted shift, and $W\le E_J$ holds as derived. The limit proved by this finite state is smaller, $-W/\int\rho^{4/3}d^3r=1.386$, because the integral includes the surface layer; the simple cubic value 1.4186 is reached only as $N_c\to\infty$.

## Numbers as computed

```
BCC EWALD SUM at density 1 bohr^-3
rs = 0.620350 bohr; cubic lattice constant = 1.259921 bohr
splitting parameter eta = 1.772454 bohr^-1
real shell: R = 1.091124 bohr, 8 sites, sum = 0.0457308 hartree
real shell: R = 1.259921 bohr, 6 sites, sum = 0.0075610 hartree
real shell: R = 1.781797 bohr, 12 sites, sum = 0.0000536 hartree
reciprocal shell: G = 7.052637 bohr^-1, 12 vectors, sum = 0.0579004 hartree
reciprocal shell: G = 9.973935 bohr^-1, 6 vectors, sum = 0.0002764 hartree
reciprocal shell: G = 12.215526 bohr^-1, 24 vectors, sum = 0.0000141 hartree
all real-space terms = 0.0533475 hartree
all reciprocal terms = 0.0581910 hartree
self term = -2.000000 hartree; background term = -1.000000 hartree
twice the energy per electron = -2.8884615 hartree
energy per electron e = -1.4442308 hartree
direct neutral-cell sum for e = -1.4442307 hartree
MAIN RESULTS
e*rs for bcc = -0.8959293 hartree bohr
e at rs = 1 bohr: -0.895929 hartree = -24.3795 eV
conversion factor (4 pi/3)^(1/3) = 1.611992 (dimensionless)
lower limit on C_LO from bcc = 1.444231 (dimensionless)
check at rs = 20 bohr: e = -0.04479646 hartree
OTHER LATTICES
fcc: e*rs = -0.8958736 hartree bohr, limit on C_LO = 1.444141
sc: e*rs = -0.8800594 hartree bohr, limit on C_LO = 1.418649
BARE FLOATING BCC CRYSTAL at density 1 bohr^-3
mean r^2 in the Wigner-Seitz cell = 0.235630 bohr^2
spurious shift per electron = 0.493502 hartree
limit on C_LO without fluid layer = 0.950729 (dimensionless)
FINITE SIMPLE CUBIC CRYSTALS at density 1 bohr^-3
energies in hartree divided by M^3; last column dimensionless
M, E_J, W bare, W with fluid layer, limit on C_LO with layer
  16 -1.420116 -0.896796 -1.437163 1.191255
  32 -1.419386 -0.895868 -1.425467 1.295628
  64 -1.419018 -0.895442 -1.421456 1.354583
 128 -1.418834 -0.895241 -1.419903 1.385946
Ewald e for sc = -1.418649 hartree
extrapolated E_J per electron = -1.418649 hartree
extrapolated W with layer per electron = -1.4186 hartree
extrapolated W bare per electron = -0.8950 hartree
predicted shift for sc = 0.523599 hartree
predicted W bare per electron = -0.8950 hartree
```
